# In-plane isotropy of piezoresistance in (001) silicon under equal biaxial stress

## Result

Let a (001) silicon layer carry equal normal stresses $\sigma_{xx}=\sigma_{yy}=s$ along its in-plane cube axes, all other stress components being zero. To first order in $s$, the resistivity measured along any in-plane direction changes by

$$\frac{\Delta\rho}{\rho}=(\pi_{11}+\pi_{12})\,s. \tag{1}$$

If the stress $s$ is instead uniaxial along [110], and the current flows along [110],

$$\frac{\Delta\rho}{\rho}=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44})\,s. \tag{2}$$

At equal $s$, the ratio of the second change to the first is

$$r=\frac12\left(1+\frac{\pi_{44}}{\pi_{11}+\pi_{12}}\right). \tag{3}$$

The equality between directions follows from symmetry. The size of $r$ does not: it depends on the material constants, and for holes in lightly doped bulk silicon near room temperature it is about thirteen. Both coefficients refer to resistivity. The resistance of a bar also changes because its shape changes; for these holes this adds small terms and brings the factor to about twelve. Under equal biaxial stress the added term is again the same in all in-plane directions.

## The piezoresistance law of a cubic crystal

The axes $x,y,z$ are the cube axes, and tension is positive. Without stress the resistivity is a scalar $\rho$. Under small stress it becomes a tensor $\rho\,\delta_{ij}+\Delta\rho_{ij}$, with

$$\frac{\Delta\rho_{ij}}{\rho}=\sum_{kl}\Pi_{ijkl}\,\sigma_{kl}. \tag{4}$$

The stress tensor is symmetric. So is the resistivity tensor in zero magnetic field, by Onsager's relation. Hence $\Pi_{ijkl}$ may be taken symmetric in $i,j$ and in $k,l$.

Cubic symmetry restricts it further. The reflection $x\to-x$ multiplies a component by $-1$ for each index equal to $x$. Apart from a translation, which does not affect a uniform resistivity, the crystal is unchanged by this reflection, so a component with an odd number of $x$ indices equals its own negative and vanishes. The same holds for $y$ and $z$. The survivors have the forms $\Pi_{iiii}$, $\Pi_{iijj}$ and $\Pi_{ijij}$ with $i\neq j$, together with index exchanges within a pair. The symmetry operations that permute the cube axes make all members of each form equal. Three constants remain:

$$\Pi_{iiii}=\pi_{11},\qquad \Pi_{iijj}=\pi_{12},\qquad \Pi_{ijij}=\tfrac12\pi_{44}. \tag{5}$$

The factor $\tfrac12$ is a convention. The sum in (4) contains both $\sigma_{xy}$ and $\sigma_{yx}$, so the two halves add to $\pi_{44}\sigma_{xy}$. Written out for stress in the plane, with $\sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0$, the law is

$$\begin{aligned}
\Delta\rho_{xx}/\rho&=\pi_{11}\sigma_{xx}+\pi_{12}\sigma_{yy},\\
\Delta\rho_{yy}/\rho&=\pi_{12}\sigma_{xx}+\pi_{11}\sigma_{yy},\\
\Delta\rho_{zz}/\rho&=\pi_{12}(\sigma_{xx}+\sigma_{yy}),\\
\Delta\rho_{xy}/\rho&=\pi_{44}\sigma_{xy},
\end{aligned} \tag{6}$$

and $\Delta\rho_{xz}=\Delta\rho_{yz}=0$.

## What a bar measures

Take a long bar with contacts at its ends and insulating sides. Away from the ends the current density is $\mathbf J=J\mathbf n$, where $\mathbf n=(\cos\varphi,\sin\varphi,0)$ points along the bar and $\varphi$ is measured from [100]. The field is $E_i=\sum_j\rho_{ij}J_j$. The voltage depends on its component along the bar, $\mathbf n\cdot\mathbf E=J\sum_{ij}n_i\rho_{ij}n_j$. The measured relative change is therefore

$$\frac{\Delta\rho(\varphi)}{\rho}
=\frac{\Delta\rho_{xx}\cos^2\varphi+\Delta\rho_{yy}\sin^2\varphi+2\Delta\rho_{xy}\sin\varphi\cos\varphi}{\rho}. \tag{7}$$

Use $\cos^2\varphi=\tfrac12(1+\cos2\varphi)$, $\sin^2\varphi=\tfrac12(1-\cos2\varphi)$ and $2\sin\varphi\cos\varphi=\sin2\varphi$. From (6), the sum and difference of the diagonal terms are

$$\begin{aligned}
(\Delta\rho_{xx}+\Delta\rho_{yy})/\rho&=(\pi_{11}+\pi_{12})(\sigma_{xx}+\sigma_{yy}),\\
(\Delta\rho_{xx}-\Delta\rho_{yy})/\rho&=(\pi_{11}-\pi_{12})(\sigma_{xx}-\sigma_{yy}).
\end{aligned} \tag{8}$$

Inserting these in (7) gives, for any in-plane stress,

$$\begin{aligned}
\frac{\Delta\rho(\varphi)}{\rho}={}&\tfrac12(\pi_{11}+\pi_{12})(\sigma_{xx}+\sigma_{yy})\\
&+\tfrac12(\pi_{11}-\pi_{12})(\sigma_{xx}-\sigma_{yy})\cos2\varphi
+\pi_{44}\,\sigma_{xy}\sin2\varphi .
\end{aligned} \tag{9}$$

The first line responds to the mean in-plane stress and has no direction. The second line responds to unequal normal stresses and to shear, and it carries all the angular dependence.

## Equal biaxial stress

Set $\sigma_{xx}=\sigma_{yy}=s$ and $\sigma_{xy}=0$. Both angular terms in (9) vanish, and the first line becomes $\tfrac12(\pi_{11}+\pi_{12})\,2s$. This is (1), for every $\varphi$. Nothing has been assumed about the relative sizes of the three constants, so the equality holds equally for electrons and holes.

The field component across the bar, in the plane, is also zero. With $\mathbf t=(-\sin\varphi,\cos\varphi,0)$,

$$\sum_{ij}t_i\Delta\rho_{ij}n_j
=\tfrac12(\Delta\rho_{yy}-\Delta\rho_{xx})\sin2\varphi+\Delta\rho_{xy}\cos2\varphi=0. \tag{10}$$

The layer thus behaves as an isotropic sheet for in-plane currents. It is not isotropic in three dimensions: (6) gives a coefficient $2\pi_{12}$ for current along [001].

## Uniaxial stress along [110], and the cancellation

A uniaxial stress $s$ along a unit vector $\mathbf u$ has components $\sigma_{ij}=s\,u_iu_j$. For $\mathbf u=(1,1,0)/\sqrt2$ this means $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=s/2$. Equation (9) becomes

$$\frac{\Delta\rho(\varphi)}{\rho}=\frac s2\left(\pi_{11}+\pi_{12}+\pi_{44}\sin2\varphi\right). \tag{11}$$

At $\varphi=45^\circ$ the current is parallel to the stress, and at $\varphi=135^\circ$ it is perpendicular. The longitudinal and transverse coefficients are

$$\pi_L=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44}),\qquad
\pi_T=\tfrac12(\pi_{11}+\pi_{12}-\pi_{44}). \tag{12}$$

The first is (2); dividing it by the biaxial coefficient gives (3).

Equal biaxial stress can also be built from equal uniaxial stresses along [110] and $[1\bar10]$, whose shear components $+s/2$ and $-s/2$ cancel. A current along [110] is parallel to one stress and perpendicular to the other, so in the linear law its response is

$$\pi_L+\pi_T=\pi_{11}+\pi_{12}. \tag{13}$$

For holes, $\pi_L$ and $\pi_T$ are large and of opposite sign because $\pi_{44}$ dominates both. Their sum is small because $\pi_{44}$ drops out.

## Isotropy beyond the linear law

The direction independence does not rest on (4). Equal in-plane stress is unchanged by a $90^\circ$ rotation about $z$, so the stressed crystal keeps its fourfold axis, provided that the stress does not trigger a transition to a less symmetric state. In silicon this operation is a rotation combined with a translation, but a uniform resistivity tensor is insensitive to the translation. The in-plane block of the full resistivity must then satisfy

$$\begin{pmatrix}\rho_{xx}&\rho_{xy}\\ \rho_{yx}&\rho_{yy}\end{pmatrix}
=\begin{pmatrix}\rho_{yy}&-\rho_{yx}\\ -\rho_{xy}&\rho_{xx}\end{pmatrix}, \tag{14}$$

where the right side is the rotated block. The diagonal entries give $\rho_{xx}=\rho_{yy}$. The off-diagonal entries give $\rho_{xy}=-\rho_{yx}$, while Onsager symmetry gives $\rho_{xy}=\rho_{yx}$; both are therefore zero. A $180^\circ$ rotation reverses $\rho_{xz}$ and $\rho_{yz}$, which vanish too.

This holds at any stress for which the symmetry survives, in the ohmic regime and without a magnetic field. The constant coefficient $\pi_{11}+\pi_{12}$, by contrast, belongs to the linear regime.

## From resistivity to resistance

A bar of length $L$, width $w$ and thickness $t$, with $t$ along [001], has $R=\rho L/(wt)$. For small strains,

$$\frac{\Delta R}{R}=\frac{\Delta\rho}{\rho}+\varepsilon_L-\varepsilon_w-\varepsilon_t. \tag{15}$$

Under equal biaxial stress the in-plane strain is the same in all directions, so $\varepsilon_L=\varepsilon_w=\varepsilon_\parallel$. The strain $\varepsilon_t$ follows from the elastic equations with stiffnesses $C_{11}$ and $C_{12}$. The free surface requires $2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_t=0$, hence $\varepsilon_t=-2C_{12}\varepsilon_\parallel/C_{11}$. The in-plane stress is then

$$s=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_t
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}\,\varepsilon_\parallel. \tag{16}$$

Eliminating $\varepsilon_\parallel$ gives

$$\varepsilon_t=2S_{12}s,\qquad S_{12}=-\frac{C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})}, \tag{17}$$

and (15) becomes

$$\frac{\Delta R}{R}=(\pi_{11}+\pi_{12}-2S_{12})\,s. \tag{18}$$

Since $S_{12}$ is negative, tension thins the layer, and the change of shape by itself raises the resistance. The added term has no direction in the plane, so the equality extends from resistivity to resistance.

For uniaxial [110] stress and a bar along [110], the normal strains $\varepsilon_{xx}=\varepsilon_{yy}$ contribute equally to $\varepsilon_L$ and $\varepsilon_w$ and cancel. The shear strain is $\varepsilon_{xy}=\sigma_{xy}/(2C_{44})=s/(4C_{44})$. It adds to $\varepsilon_L$ and subtracts from $\varepsilon_w$, so $\varepsilon_L-\varepsilon_w=s/(2C_{44})$. With $\varepsilon_t=S_{12}s$,

$$\frac{\Delta R}{R}=\left(\pi_L+\frac{1}{2C_{44}}-S_{12}\right)s. \tag{19}$$

If tabulated coefficients were extracted from resistance without a shape correction, these terms are already inside them and must not be added again.

## A p-type resistor

Rough typical constants for lightly doped p-type silicon at 300 K are $\pi_{11}=6.6$, $\pi_{12}=-1.1$ and $\pi_{44}=140$, in units of $10^{-11}$/Pa, which are used for all coefficients below. The biaxial coefficient is $6.6-1.1=5.5$. For [110] stress, $\pi_L=(5.5+140)/2=72.75$ and $\pi_T=(5.5-140)/2=-67.25$. The resistivity ratio is

$$r=\frac{72.75}{5.5}\approx13.2. \tag{20}$$

With rough stiffnesses $C_{11}=170$, $C_{12}=64$ and $C_{44}=80$ GPa, (17) gives $S_{12}=-0.203$. The shape terms are $+0.41$ for biaxial stress and $+0.83$ for [110] stress. The first is about 7% of the biaxial resistivity coefficient, the second about 1% of $\pi_L$. The resistance ratio is therefore $73.58/5.905\approx12.5$.

Take a resistor 100 µm long, 10 µm wide and 1 µm thick, with $p=10^{17}$ holes per cm³ and a rough mobility $\mu=300$ cm²/Vs. Its unstressed resistance is $R=L/(ep\mu wt)\approx21$ kΩ. In the linear law, a tension of 100 MPa gives:

| Stress | $\Delta\rho/\rho$ | $\Delta R/R$ | $\Delta R$ |
|---|---:|---:|---:|
| Equal biaxial | 0.55% | 0.59% | 120 Ω |
| Uniaxial [110], current along [110] | 7.3% | 7.4% | 1.5 kΩ |

The factor thirteen is less secure than the theorem, because its denominator is a small sum of constants of opposite sign. Raising $\pi_{11}+\pi_{12}$ by 2 units lowers $r$ to 9.8; lowering it by 2 units raises $r$ to 20.5. These are sensitivities to a chosen shift, not error bounds.

## Unequal stress and other planes

In a real layer the two stresses may be unequal, for example near a film edge. Let the stresses along [110] and $[1\bar10]$ be $s(1+\delta/2)$ and $s(1-\delta/2)$. For current along [110], (12) gives

$$\frac{\Delta\rho}{\rho}=s\left[\pi_L\left(1+\frac\delta2\right)+\pi_T\left(1-\frac\delta2\right)\right]
=s\left(\pi_{11}+\pi_{12}+\frac{\pi_{44}\delta}{2}\right), \tag{21}$$

since $\pi_L-\pi_T=\pi_{44}$. The biaxial response is doubled when

$$\delta=\frac{2(\pi_{11}+\pi_{12})}{\pi_{44}}=\frac{11}{140}\approx7.9\%. \tag{22}$$

An imbalance of the same size and opposite sign cancels it. For current along [100], $\sin2\varphi=0$ in (9), and this imbalance has no linear effect. If the principal stresses lie along the cube axes instead, the imbalance enters through $\pi_{11}-\pi_{12}=7.7$ rather than 140.

The choice of plane matters as well. On a (110) plane, equal in-plane stress has cube-axis components $\sigma_{xx}=\sigma_{yy}=s/2$, $\sigma_{zz}=s$ and $\sigma_{xy}=-s/2$. For current along [001], (4) and (5) give the coefficient $\pi_{11}+\pi_{12}=5.5$. For current along $[1\bar10]$, the coefficient is that of $\Delta\rho_{xx}-\Delta\rho_{xy}$:

$$\tfrac12(\pi_{11}+3\pi_{12}+\pi_{44})=71.65. \tag{23}$$

Equal stress alone is thus not sufficient for isotropy; the symmetry of the plane is needed. A small departure from (001) does little harm: for a miscut of 1° towards [110], the coefficient lies between 5.52 and 5.56, depending on direction.

## A microscopic comparison

Equations (1) and (2) can be compared with a transport calculation that does not assume (4). The model has four valence states, including spin, which form two doubly degenerate bands shifted and mixed by strain. It uses Boltzmann statistics, a constant relaxation time and a fixed hole density. Its rough inputs are the band parameters $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.4$ and the deformation potentials $|b|=2.1$ eV and $|d|=4.9$ eV, with the stiffnesses above.

Stress along a cube axis and pure shear give the model constants $\pi_{11}=-6.30$, $\pi_{12}=3.15$ and $\pi_{44}=33.5$. The sum $\pi_{11}+\pi_{12}$ predicts a biaxial coefficient of $-3.15$, and the model stressed biaxially gives $-3.15$. For [110] stress, formula (2) predicts 15.19, and the direct calculation gives 15.19. At a biaxial stress of 1 GPa, the in-plane anisotropy of the model resistivity is zero to rounding error, about $10^{-14}$ of $\rho$. Uniaxial [110] stress of the same size produces a difference of $0.45\rho$ between [110] and $[1\bar10]$.

The model therefore supports the superposition and the isotropy, but not the factor thirteen. Its biaxial coefficient even has the opposite sign to the silicon value used above. Part of its structure can be traced: hydrostatic stress shifts both bands together and changes nothing at fixed hole density, so $\pi_{11}+2\pi_{12}=0$ and the biaxial coefficient equals $\pi_{11}/2$. The silicon constants do not obey this relation. The wrong sign comes from leaving out the split-off band. At a rough separation of 44 meV its Boltzmann factor is 0.18, and it also mixes with the other two bands. When it is included, with the other inputs unchanged, the biaxial coefficient becomes about $+2.7$ and $\pi_{44}$ about 107. Stress-dependent scattering is still left out, so these values are not a prediction of the factor thirteen either.

The model also gives a warning about linearity. Define the even part of the response as the average of $\Delta\rho/\rho$ at $+s$ and $-s$; a linear law makes it zero. At 100 MPa it is 0.37% for biaxial stress and 0.19% for [110] stress. The first exceeds the model's own linear biaxial term, which is 0.32% in magnitude, and is two thirds of the 0.55% found for the resistor. These sizes belong to the four-band model and should not be carried over to silicon: with the split-off band included, the biaxial even part at 100 MPa is only about 0.1%. Even that is not negligible beside 0.55%, so the biaxial figures in the table are linear-law estimates. A purely quadratic even part would make its ratio to the linear term fall tenfold when the stress is reduced tenfold. In these models the even part is not yet quadratic in this range: from 100 to 10 MPa the biaxial ratio falls about sevenfold with four bands and roughly fivefold with the split-off band included. The equality between directions is unaffected, by (14).

## Reading the result in a device

Temperature is a serious competitor to the biaxial signal. With a rough mobility law $\mu\propto T^{-2}$ and a fixed hole density, $\Delta\rho/\rho=2\Delta T/T$, or 0.67% per kelvin at 300 K. A warming of about 0.8 K matches the 0.55% resistivity change of the example. These figures overstate the drift at this doping. At $10^{17}$ cm⁻³ impurity scattering weakens the temperature dependence of the mobility, and an empirical fit gives an exponent nearer $1.4$. In a boron-doped resistor, warming also frees a few more holes. Together these effects bring the drift to roughly 0.4% per kelvin and the matching warming to roughly 1.4 K, which is still small. Using one resistor to measure equal biaxial stress therefore requires temperature control or compensation. Subtracting the relative changes of two matched resistors at the same temperature, one along [110] and one along $[1\bar10]$, removes the drift, but by (1) it removes the biaxial signal too. What remains in the linear law is the response to a stress imbalance between these two directions.

Two other neglected effects, a high field and degeneracy, can be estimated for this resistor, and both are weak. At 1 V the field is 100 V/cm, and mobility times field is 0.3% of a rough saturation velocity of $10^7$ cm/s. At a given Fermi level, the leading correction to the Boltzmann formula for the hole density is 0.14% of that density, with the hole mass taken as the free-electron mass. Heavier doping or another temperature can change the three constants, and then the factor must be recomputed from (3) with constants for that case. Confinement in a thin inversion layer also removes the cubic symmetry behind (5), so such a layer needs in-plane coefficients of its own. The numerical output lists the main values used here, but not those quoted with the split-off band included.

## Numbers as computed

```
Rough inputs pi11, pi12, pi44: 6.6, -1.1, 140.0 1e-11/Pa
Rough C11, C12, C44: 170, 64, 80 GPa
Temperature: 300 K; stress: 100 MPa
Biaxial resistivity coefficient: 5.50 1e-11/Pa
Uniaxial [110], longitudinal: 72.75 1e-11/Pa
Uniaxial [110], transverse: -67.25 1e-11/Pa
Biaxial stress, current along [001]: -2.20 1e-11/Pa
Angle from [100] (deg), biaxial, uniaxial [110] coefficient 1e-11/Pa
      0     5.50     2.75
     30     5.50    63.37
     45     5.50    72.75
     90     5.50     2.75
    135     5.50   -67.25
Ratio of resistivity coefficients: 13.23
Ratio if pi11+pi12 is larger by 2 1e-11/Pa: 9.8
Ratio if pi11+pi12 is smaller by 2 1e-11/Pa: 20.5
Compliance S12: -0.203 1e-11/Pa
Geometric term, biaxial: 0.405 1e-11/Pa
Geometric term, uniaxial [110]: 0.828 1e-11/Pa
Ratio of resistance coefficients: 12.46
Resistor L, w, t: 100, 10, 1 um
Hole density: 1.0e+17 cm^-3; rough mobility: 300 cm2/Vs
Unstressed resistance: 20.81 kohm
Resistivity change, biaxial: 0.550 %
Resistivity change, uniaxial [110]: 7.275 %
Resistance change, biaxial: 0.591 %, 123 ohm
Resistance change, uniaxial [110]: 7.358 %, 1531 ohm
Stress imbalance doubling biaxial effect: 7.86 %
Equal stress on (110), min and max: 5.50, 71.65 1e-11/Pa
(001) miscut by 1 deg, min and max: 5.520, 5.560 1e-11/Pa
Thermal drift (rough exponent 2): 0.67 %/K
Warming that matches biaxial resistivity change: 0.82 K
Field at 1 V: 100 V/cm; mobility*field/saturation velocity: 0.30 %
Degeneracy correction (hole mass taken as m0): 0.14 %
Model gamma1, gamma2, gamma3: 4.3, 0.34, 1.4
Model |b|, |d|: 2.1, 4.9 eV
Model pi11, pi12, pi44: -6.30, 3.15, 33.53 1e-11/Pa
Model biaxial, direct: -3.150; from sum: -3.150 1e-11/Pa
Model [110], direct: 15.189; from formula: 15.190 1e-11/Pa
Model in-plane spread at 1 GPa, biaxial: 9.8e-15 of rho0
Model in-plane spread at 1 GPa, uniaxial: 0.450 of rho0
Model even-order change at 100 MPa, biaxial: 0.3718 %
Model even-order change at 100 MPa, [110]: 0.1898 %
Omitted split-off band, Boltzmann factor (rough 44 meV): 0.18
```
